# Distance cutoffs in local MP2: error scaling and first correction: test program

```python
# Result under test: omitting MP2 pairs beyond R in a gapped d-dimensional
# lattice costs, per localized orbital,
#   error = n * Omega * C6 / (2 * (6-d) * R**(6-d)),
# n = orbital density, Omega = 2, 2 pi, 4 pi for d = 1, 2, 3, and
# -C6/r**6 = energy of one unordered distant pair. Atomic units throughout.
# The model orbital is an s Gaussian with p (and d) Gaussian virtuals.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import zeta
from pyscf import gto

alpha, gap, spacing, target = 0.25, 0.5, 6.0, 1.0e-6
bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10
omega = {1: 2.0, 2: 2 * np.pi, 3: 4 * np.pi}
names = {1: "chain", 2: "sheet", 3: "bulk"}


def two_site_integrals(distance):
    """Coulomb integrals for s, p, d Gaussians on two sites."""
    shells = [[l, [alpha, 1.0]] for l in range(3)]
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                basis={"H": shells}, unit="Bohr", verbose=0)
    eri = mol.intor("int2e")
    dip_dip = eri[0, 1:4, 9, 10:13]
    dip_quad = eri[0, 1:4, 9, 13:18]
    exchange = eri[0, 10:13, 9, 1:4]
    length = abs(mol.intor("int1e_r")[0, 0, 1])
    return dip_dip, dip_quad, exchange, length


# --- Pair energy from explicit Coulomb integrals
dd12, dq12, ex12, mu = two_site_integrals(12.0)
dd24, dq24, ex24, _ = two_site_integrals(24.0)
C6 = 12 * mu**4 / gap
pair12 = 4 * np.sum(dd12**2) / (2 * gap)
pair24 = 4 * np.sum(dd24**2) / (2 * gap)
assert abs(mu - 1 / (2 * np.sqrt(alpha))) < 1e-10
assert abs(pair12 * 12.0**6 / C6 - 1) < 1e-5
assert abs(pair24 * 24.0**6 / C6 - 1) < 1e-5
quad_power = np.log2(np.sum(dq24**2) / np.sum(dq12**2))
assert abs(quad_power + 8) < 1e-3
exchange_ratio = np.max(abs(ex12)) / np.max(abs(dd12))
assert exchange_ratio < 1e-8

print(f"Gaussian exponent = {alpha} bohr^-2; spacing a = {spacing} bohr")
print(f"excitation energy = {gap} hartree; transition length = {mu:.4f} bohr")
print(f"C6 = {C6:.4f} hartree bohr^6")
print(f"pair energy at 12 bohr, from integrals = {-pair12:.5e} hartree")
print(f"pair energy at 12 bohr, -C6/r^6 = {-C6 / 12.0**6:.5e} hartree")
print(f"dipole-quadrupole power of r = {quad_power:.4f}")
print(f"exchange/direct integral at 12 bohr = {exchange_ratio:.1e}")


# --- Exact lattice tails: complete sum minus explicit near sum
def complete_sum(dim):
    """Sum of |n|**-6 over nonzero integer vectors, by a theta integral."""
    m = np.arange(1, 12)

    def integrand(u):
        t = u * u
        if t < np.pi:
            theta = np.sqrt(np.pi / t) * (
                1 + 2 * np.sum(np.exp(-np.pi**2 * m**2 / t)))
            excess = theta**dim - 1
        else:
            excess = np.expm1(dim * np.log1p(2 * np.sum(np.exp(-t * m**2))))
        return u**5 * excess  # t**2 dt / Gamma(3), with t = u**2

    edge = np.sqrt(np.pi)
    options = dict(epsabs=1e-14, epsrel=1e-13, limit=200)
    return (quad(integrand, 0, edge, **options)[0]
            + quad(integrand, edge, 8.0, **options)[0])


line = np.arange(-32, 33)
radius2, total = {}, {}
for dim in (1, 2, 3):
    grid = np.meshgrid(*([line] * dim), indexing="ij")
    r2 = sum(g.astype(float)**2 for g in grid).ravel()
    radius2[dim] = r2[r2 > 0]
    total[dim] = complete_sum(dim)
assert abs(total[1] - 2 * zeta(6)) < 1e-11


def lattice_error(dim, x):
    """Exact omitted energy per orbital for cutoff x in units of a."""
    r2 = radius2[dim]
    tail = total[dim] - np.sum(r2[r2 <= x * x]**-3.0)
    return 0.5 * C6 / spacing**6 * tail


def estimate(dim, x):
    density = spacing**(-dim)
    power = 6 - dim
    return density * omega[dim] * C6 / (2 * power * (x * spacing)**power)


cuts = np.arange(8.5, 31.0, 1.0)
for dim in (3, 2, 1):
    exact = np.array([lattice_error(dim, x) for x in cuts])
    slope = np.polyfit(np.log(cuts), np.log(exact), 1)[0]
    assert abs(slope + 6 - dim) < 0.1
    assert abs(exact[-1] / estimate(dim, cuts[-1]) - 1) < 0.03
    print(f"{names[dim]}: fitted power of R, 8.5a to 30.5a = {slope:.3f}")
    print(f"  error at R = 10.5a: lattice {lattice_error(dim, 10.5):.4e},"
          f" estimate {estimate(dim, 10.5):.4e} hartree")

# --- Jump of the chain error when the cutoff crosses a shell
for side, label in ((-1, "inside"), (1, "outside")):
    ratio = lattice_error(1, 10 + side * 1e-6) / estimate(1, 10.0)
    predicted = (1 + side / 20)**-5
    assert abs(ratio / predicted - 1) < 0.02
    print(f"chain, cut just {label} shell 10a: lattice/estimate = "
          f"{ratio:.4f}, predicted {predicted:.4f}")

# --- Cutoff for the chosen error; small R leaves visible shell effects
print(f"target error = {target:.1e} hartree per orbital")
for dim in (3, 2, 1):
    power = 6 - dim
    cutoff = (spacing**(-dim) * omega[dim] * C6
              / (2 * power * target))**(1 / power)
    x = cutoff / spacing
    kept = np.count_nonzero(radius2[dim] <= x * x) / 2
    actual = lattice_error(dim, x)
    assert abs(actual / target - 1) < 0.35
    print(f"{names[dim]}: cutoff = {cutoff:.2f} bohr = "
          f"{cutoff * bohr_in_angstrom:.2f} angstrom = {x:.2f} a")
    print(f"  distinct pairs kept per orbital = {kept:.1f};"
          f" lattice error = {actual:.3e} hartree")

# --- Coupled direct MP2 on a ring with longitudinal transition dipoles.
# T[i,a,j,b] are amplitudes; hopping couples neighbouring local orbitals.
sites, hop_occ, hop_virt, onsite = 28, -0.04, 0.08, 0.1
index = np.arange(sites)
separation = abs(index[:, None] - index[None, :])
separation = np.minimum(separation, sites - separation)
coupling = np.full((sites, sites), onsite)
far = separation > 0
coupling[far] = -2 * mu**2 / (spacing * separation[far])**3
K = np.zeros((sites,) * 4)
I, J = np.meshgrid(index, index, indexing="ij")
K[I, I, J, J] = coupling


def apply_A(T):
    result = 2 * gap * T
    for axis, hop in enumerate((-hop_occ, hop_virt, -hop_occ, hop_virt)):
        result += hop * (np.roll(T, 1, axis) + np.roll(T, -1, axis))
    return result


def minimize(mask):
    """Conjugate gradients for the amplitudes allowed by mask."""
    T = np.zeros_like(K)
    residual = -K * mask
    direction = residual.copy()
    norm = np.vdot(residual, residual)
    start = norm
    for _ in range(80):
        image = apply_A(direction) * mask
        step = norm / np.vdot(direction, image)
        T += step * direction
        residual -= step * image
        new_norm = np.vdot(residual, residual)
        if new_norm < 1e-24 * start:
            break
        direction = residual + new_norm / norm * direction
        norm = new_norm
    assert new_norm < 1e-24 * start
    value = np.vdot(T, apply_A(T)) + 2 * np.vdot(K, T)
    return T, value


full_T, full_J = minimize(np.ones((1, 1, 1, 1)))
width = 4 * (abs(hop_occ) + abs(hop_virt))
low, high = 2 * gap - width, 2 * gap + width
assert low > 0
print(f"ring: {sites} sites; occupied hopping = {hop_occ} hartree,"
      f" virtual hopping = {hop_virt} hartree")
print(f"ring: on-site integral = {onsite} hartree")
print(f"ring: eigenvalue range of A = {low:.2f} to {high:.2f} hartree")

scaled = [np.sum(full_T[0, :, r, :]**2) * r**6 for r in (6, 9)]
assert abs(scaled[1] / scaled[0] - 1) < 0.05
print(f"ring: |T_ij|^2 r^6 at 9a divided by value at 6a = "
      f"{scaled[1] / scaled[0]:.4f}")

ratios = []
for x in (4.5, 6.5, 8.5):
    mask = (separation <= x)[:, None, :, None].astype(float)
    _, cut_J = minimize(mask)
    loss = cut_J - full_J
    omitted_norm = np.sum((full_T * (1 - mask))**2)
    assert low * omitted_norm <= loss <= high * omitted_norm
    distant = separation[0][separation[0] > x].astype(float)
    uncoupled = 0.5 * (8 * mu**4 / gap) * np.sum((spacing * distant)**-6)
    coupled = 2 * loss / sites
    ratios.append(coupled / uncoupled)
    print(f"ring, R = {x}a: coupled error = {coupled:.4e} hartree;"
          f" coupled/uncoupled = {ratios[-1]:.4f}")
    print(f"  (J_R - J)/|T_D|^2 = {loss / omitted_norm:.4f} hartree")
assert max(ratios) / min(ratios) < 1.05
assert 0.9 < min(ratios) and max(ratios) < 1.25

print("PASS")
```

Running it gives:

```
Gaussian exponent = 0.25 bohr^-2; spacing a = 6.0 bohr
excitation energy = 0.5 hartree; transition length = 1.0000 bohr
C6 = 24.0000 hartree bohr^6
pair energy at 12 bohr, from integrals = -8.03755e-06 hartree
pair energy at 12 bohr, -C6/r^6 = -8.03755e-06 hartree
dipole-quadrupole power of r = -8.0000
exchange/direct integral at 12 bohr = 4.1e-12
bulk: fitted power of R, 8.5a to 30.5a = -2.992
  error at R = 10.5a: lattice 9.1220e-07, estimate 9.3067e-07 hartree
sheet: fitted power of R, 8.5a to 30.5a = -3.987
  error at R = 10.5a: lattice 3.2673e-08, estimate 3.3238e-08 hartree
chain: fitted power of R, 8.5a to 30.5a = -4.989
  error at R = 10.5a: lattice 7.9709e-10, estimate 8.0610e-10 hartree
chain, cut just inside shell 10a: lattice/estimate = 1.2748, predicted 1.2924
chain, cut just outside shell 10a: lattice/estimate = 0.7748, predicted 0.7835
target error = 1.0e-06 hartree per orbital
bulk: cutoff = 61.51 bohr = 32.55 angstrom = 10.25 a
  distinct pairs kept per orbital = 2276.0; lattice error = 9.915e-07 hartree
sheet: cutoff = 26.90 bohr = 14.23 angstrom = 4.48 a
  distinct pairs kept per orbital = 34.0; lattice error = 8.184e-07 hartree
chain: cutoff = 15.16 bohr = 8.02 angstrom = 2.53 a
  distinct pairs kept per orbital = 2.0; lattice error = 8.838e-07 hartree
ring: 28 sites; occupied hopping = -0.04 hartree, virtual hopping = 0.08 hartree
ring: on-site integral = 0.1 hartree
ring: eigenvalue range of A = 0.52 to 1.48 hartree
ring: |T_ij|^2 r^6 at 9a divided by value at 6a = 0.9847
ring, R = 4.5a: coupled error = 3.8693e-08 hartree; coupled/uncoupled = 1.1083
  (J_R - J)/|T_D|^2 = 0.8780 hartree
ring, R = 6.5a: coupled error = 6.1202e-09 hartree; coupled/uncoupled = 1.0902
  (J_R - J)/|T_D|^2 = 0.8798 hartree
ring, R = 8.5a: coupled error = 1.5074e-09 hartree; coupled/uncoupled = 1.0841
  (J_R - J)/|T_D|^2 = 0.8799 hartree
PASS
```
